**Depletion width of an ungated monolayer at a metal edge contact**

The program tests \(V=sWf(r_0/W)\), where \(V\) is the band bending, \(W\) the depletion width, \(s=eN/(2\kappa\varepsilon_0)\) and \(r_0=\chi/(2\kappa)\). Here \(N\) is the donor density, \(\kappa\) the mean dielectric constant of the surroundings and \(\chi\) the sheet polarizability as a length. A real-space charge solver, which finds the depletion edge from the condition of non-negative electron density, is asserted to agree with the mode expansion at three values of \(r_0/W\) and with the closed solution at \(r_0=0\). Further assertions cover the narrow limit, the logarithmic correction, the sensitivities to \(\kappa\) and \(\chi\), and the field of a thin coplanar metal. For the example the output gives \(W=139.6\) nm, against 135.4 nm from the surroundings alone and 21.0 nm from the sheet alone. Doubling \(\kappa\) gives 273.2 nm, while doubling \(\chi\) gives 143.0 nm. The program also sizes thermal smearing, a distant back plane, contact shape, tunnelling and image-force lowering.

## Program and output

```python
"""Depletion width W of an ungated monolayer at an edge contact to a thick metal.

Result under test: V = s W f(r0/W), with s = e N/(2 kappa eps0), r0 = chi/(2 kappa).
  W >> r0: f -> 1, so the surrounding dielectric kappa alone sets W.
  W << r0: f -> W/(2 r0), so the sheet polarizability chi alone sets W.
V: total band bending (V); N: donors per area; kappa: mean dielectric constant of
the two half-spaces; chi: sheet polarizability as a length (P = eps0 chi E).
Lengths are in nm, potentials in V, s and fields in V/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit


def field_modes(rho, count=400):
    """Coefficients of E_x = sum a_n sin(n theta), x = cos(theta), for s = W = 1."""
    n = 2.0 * np.arange(count) + 1.0
    diff, total = n[:, None] - n[None, :], n[:, None] + n[None, :]
    overlap = 1 / (1 - diff**2) + 1 / (1 - total**2)
    p, q = 1 + n, 1 - n
    q_safe = np.where(q == 0, 1.0, q)
    source = (1 - np.cos(p * np.pi / 2)) / p
    source += np.where(q == 0, 0.0, (1 - np.cos(q * np.pi / 2)) / q_safe)
    return n, -np.linalg.solve(overlap + np.diag(rho * n * np.pi / 2), source)


def f_factor(rho, count=400):
    return -np.pi * field_modes(rho, count)[1][0] / 4


def potential(x, n, a):
    """Potential at 0 < x < 1 from the field modes, for s = W = 1."""
    theta = np.arccos(x)[:, None]

    def sine_over(k, t):
        return t * np.sinc(k * t / np.pi)

    def primitive(t):
        return 0.5 * (sine_over(n - 1, t) - sine_over(n + 1, t))
    return -(primitive(np.pi / 2 + 0 * theta) - primitive(theta)) @ a


def strength(N_cm2, kappa):
    return const.e * N_cm2 * 1e4 / (2 * kappa * const.epsilon_0) * 1e-9


def depletion_width(V, N_cm2, kappa, chi):
    s, r0 = strength(N_cm2, kappa), chi / (2 * kappa)
    top = 10 * (V / s + np.sqrt(2 * r0 * V / s))
    return brentq(lambda W: s * W * f_factor(r0 / W) - V, 0.9 * V / s, top,
                  rtol=1e-10)


def elasticities(rho):
    """d ln W/d ln kappa and d ln W/d ln chi at fixed V and N."""
    h = 0.01
    g = np.log(f_factor(rho * np.exp(h)) / f_factor(rho * np.exp(-h))) / (2 * h)
    return (1 + g) / (1 - g), -g / (1 - g)


def real_space(V, s, r0, scale, gate=None, thermal=None):
    """Cell-by-cell electrostatics of the sheet; the depletion edge is an output.

    scale only sets the grid. gate: depth of a back plane held at V.
    thermal = (kT/e, Fermi level above band edge) switches on real carriers.
    """
    h = 0.005 * scale
    growth = h * np.cumsum(1.06 ** np.arange(1, 141))
    edges = np.concatenate([h * np.arange(401), 400 * h + growth])
    x, width = (edges[1:] + edges[:-1]) / 2, np.diff(edges)

    def log_integral(sign, c):
        def prim(u):
            return 0.5 * u * np.log(u**2 + c**2) - u + c * np.arctan2(u, c)
        shift = sign * x[:, None]
        return prim(edges[1:] + shift) - prim(edges[:-1] + shift)

    kernel = (log_integral(1, 0.0) - log_integral(-1, 0.0)) / np.pi
    background = np.zeros_like(x)
    if gate is not None:
        kernel -= (log_integral(1, 2 * gate) - log_integral(-1, 2 * gate)) / np.pi
        background = 2 * V / np.pi * np.arctan(x / gate)
    inverse = np.linalg.inv(kernel)
    size = len(x)
    second = np.zeros((size, size))
    for i in range(size):
        left = 1 / (x[i] - (x[i - 1] if i else 0.0)) / width[i]
        second[i, i] -= left
        if i:
            second[i, i - 1] += left
        if i < size - 1:
            right = 1 / (x[i + 1] - x[i]) / width[i]
            second[i, i] -= right
            second[i, i + 1] += right
    A, b = inverse - r0 * second, inverse @ background
    phi = np.full(size, float(V))
    if thermal is not None:
        kT, mu = thermal
        norm = np.logaddexp(0, mu / kT)
        for _ in range(200):
            arg = (phi - V + mu) / kT
            density = np.logaddexp(0, arg) / norm
            slope = expit(arg) / (kT * norm)
            step = np.linalg.solve(A + s * np.diag(slope),
                                   A @ phi - b - s * (1 - density))
            phi = phi - step
            if np.max(np.abs(step)) < 1e-9 * V:
                break
        else:
            raise AssertionError("thermal solution did not converge")
        density = np.logaddexp(0, (phi - V + mu) / kT) / norm
        return x, phi, 1 - density, None
    depleted = np.zeros(size, dtype=bool)
    for _ in range(200):
        phi = np.full(size, float(V))
        if depleted.any():
            rhs = s + b[depleted] - A[np.ix_(depleted, ~depleted)].sum(axis=1) * V
            phi[depleted] = np.linalg.solve(A[np.ix_(depleted, depleted)], rhs)
        charge = (A @ phi - b) / s
        new = np.where(depleted, phi <= V, charge > 1)
        if np.array_equal(new, depleted):
            break
        depleted = new
    else:
        raise AssertionError("depletion edge did not settle")
    count = depleted.sum()
    assert depleted[:count].all()
    return x, phi, charge, edges[count]


def half_density_point(x, charge, start):
    i = np.where((x > start) & (charge < 0.5))[0][0]
    t = (charge[i - 1] - 0.5) / (charge[i - 1] - charge[i])
    return x[i - 1] + t * (x[i] - x[i - 1])


# --- the real-space solver must find the edge at x = 1 without being told
edge_errors = []
for rho in (0.05, 1.0, 20.0):
    n, a = field_modes(rho)
    V_unit = -np.pi * a[0] / 4
    x, phi, charge, edge = real_space(V_unit, 1.0, rho, 1.0)
    edge_errors.append(abs(edge - 1))
    inside = x < 0.95
    gap = np.max(np.abs(phi[inside] - potential(x[inside], n, a))) / V_unit
    assert edge_errors[-1] < 0.015, (rho, edge)
    assert gap < 0.01, (rho, gap)

# --- closed forms without sheet polarizability
x, phi, charge, edge = real_space(1.0, 1.0, 0.0, 1.0)
edge_errors.append(abs(edge - 1))
assert edge_errors[-1] < 0.015, edge
inside = x < 0.95
closed = 2 / np.pi * (x[inside] * np.arccosh(1 / x[inside]) + np.arcsin(x[inside]))
assert np.max(np.abs(phi[inside] - closed)) < 0.01
for place in (1.5, 3.0, 10.0):
    tail = np.interp(place, x, charge)
    assert abs(tail / (2 / np.pi * np.arcsin(1 / place)) - 1) < 0.03, (place, tail)

# --- limits and the logarithmic correction
assert abs(f_factor(1000.0) * 2000 - 1) < 0.01
deficit = [(1 - f_factor(1 / r, 1500)) * r for r in (200.0, 400.0)]
assert abs((deficit[1] - deficit[0]) / (np.log(2) / np.pi) - 1) < 0.05, deficit
C_log = np.pi * deficit[1] - np.log(400.0)

# --- thin coplanar metal: field -sqrt((1-x)/x) must give unit normal field
for place in (0.2, 0.7):
    root = np.sqrt(place)
    normal = quad(lambda u: -2 * np.sqrt(1 - u * u) / (u + root), 0, 1,
                  weight='cauchy', wvar=root)[0] / np.pi
    assert abs(normal - 1) < 1e-5, normal
thin_drop = quad(lambda u: 2 * np.sqrt(1 - u * u), 0, 1)[0]
assert abs(thin_drop - np.pi / 2) < 1e-7

# --- worked example: rough regime of monolayer MoS2 on silicon dioxide in air
eps_below, eps_above, chi, N = 3.9, 1.0, 8.0, 2e11
V_built, V_reverse, T, mass, valleys, gate_depth = 0.5, 0.5, 300.0, 0.5, 2, 300.0
V, kappa = V_built + V_reverse, (eps_below + eps_above) / 2
s, r0 = strength(N, kappa), chi / (2 * kappa)
W = depletion_width(V, N, kappa, chi)
W_surround = V / s
W_sheet_only = np.sqrt(2 * r0 * V / s)
W_log = brentq(lambda w: w - V / s - r0 / np.pi * (np.log(w / r0) + C_log),
               V / s, 3 * V / s)
assert W > W_surround and abs(W_log / W - 1) < 0.01
W_kappa2 = depletion_width(V, N, 2 * kappa, chi)
W_chi2 = depletion_width(V, N, kappa, 2 * chi)
W_free = depletion_width(V, N, 1.0, chi)

up, down = 1.01, 1 / 1.01
direct_kappa = np.log(depletion_width(V, N, kappa * up, chi) /
                      depletion_width(V, N, kappa * down, chi)) / (2 * np.log(up))
direct_chi = np.log(depletion_width(V, N, kappa, chi * up) /
                    depletion_width(V, N, kappa, chi * down)) / (2 * np.log(up))
el_kappa, el_chi = elasticities(r0 / W)
assert abs(direct_kappa - el_kappa) < 1e-3 and abs(direct_chi - el_chi) < 1e-3

# --- contact field and flux share; mode count checked by halving
contact = []
for count in (1000, 2000):
    n, a = field_modes(r0 / W, count)
    contact.append(-np.sum(a * np.sin(n * np.pi / 2)))
assert abs(contact[0] / contact[1] - 1) < 0.02, contact
E_contact = s * contact[1]
sheet_share = r0 / W * contact[1]

# --- neglected effects
kT = const.k * T / const.e
dos = valleys * mass * const.m_e / (np.pi * const.hbar**2) * const.e * 1e-4
mu = kT * np.log(np.expm1(N / (dos * kT)))
barrier = V_built - mu
x0, _, charge0, edge0 = real_space(V, s, r0, W)
assert abs(edge0 / W - 1) < 0.015
xT, _, chargeT, _ = real_space(V, s, r0, W, thermal=(kT, mu))
half0 = half_density_point(x0, charge0, 0.5 * W)
halfT = half_density_point(xT, chargeT, 0.5 * W)
edge_far = real_space(V, s, r0, W, gate=100 * W)[3]
assert abs(edge_far / edge0 - 1) < 0.015, edge_far
edge_gate = real_space(V, s, r0, W, gate=gate_depth)[3]

grid = np.linspace(1e-6, 1 - 1e-6, 1500)
hill = np.clip(barrier - s * W * potential(grid, n, a), 0, None)
wave = np.sqrt(2 * mass * const.m_e * const.e * hill) / const.hbar * 1e-9
wkb = 2 * W * trapezoid(wave, grid)
tunnel_length = W * grid[np.where(hill == 0)[0][0]]
image_drop = np.sqrt(const.e * E_contact * 1e9 /
                     (4 * np.pi * kappa * const.epsilon_0))

print("Dimensionless scan: W/r0, f=V/(sW), dlnW/dlnkappa, dlnW/dlnchi")
for ratio in (0.1, 1.0, 10.0, 100.0):
    ek, ec = elasticities(1 / ratio)
    print(f"  {ratio:6.1f}  {f_factor(1/ratio):.4f}  {ek:.3f}  {ec:.3f}")
print(f"constant C in logarithmic correction: {C_log:.2f}")
print(f"largest edge error of real-space check: {100*max(edge_errors):.1f} %")
print(f"dielectric constants below, above: {eps_below}, {eps_above}")
print(f"mean surrounding constant kappa: {kappa:.2f}")
print(f"sheet polarizability chi: {chi:.1f} nm")
print(f"donor density N: {N:.1e} cm^-2")
print(f"built-in, reverse, total bending: {V_built}, {V_reverse}, {V} V")
print(f"s = eN/(2 kappa eps0): {10*s:.4f} MV/cm")
print(f"screening length r0: {r0:.2f} nm")
print(f"full depletion width W: {W:.1f} nm")
print(f"ratio W/r0: {W/r0:.1f}")
print(f"W from surroundings alone: {W_surround:.1f} nm")
print(f"W with logarithmic correction: {W_log:.1f} nm")
print(f"W from sheet polarizability alone: {W_sheet_only:.1f} nm")
print(f"W with kappa doubled: {W_kappa2:.1f} nm")
print(f"W with chi doubled: {W_chi2:.1f} nm")
print(f"W for suspended sheet, kappa=1: {W_free:.1f} nm")
print(f"r0 for suspended sheet: {chi/2:.1f} nm")
print(f"example dlnW/dlnkappa, dlnW/dlnchi: {el_kappa:.3f}, {el_chi:.3f}")
print(f"strip flux entering metal inside sheet: {100*sheet_share:.1f} %")
print(f"in-plane field at contact: {10*E_contact:.2f} MV/cm")
print(f"W for thin coplanar metal, r0=0: {W_surround/thin_drop:.1f} nm")
print(f"temperature, thermal voltage: {T:.0f} K, {kT:.4f} V")
print(f"effective mass, valleys: {mass} m_e, {valleys}")
print(f"Fermi level relative to band edge: {mu:.3f} eV")
print(f"half-density point, zero temperature: {half0:.0f} nm")
print(f"half-density point, 300 K carriers: {halfT:.0f} nm")
print(f"back-plane depth: {gate_depth:.0f} nm")
print(f"W without, with back plane (grid): {edge0:.0f}, {edge_gate:.0f} nm")
print(f"contact barrier height: {barrier:.3f} eV")
print(f"tunnelling distance at metal Fermi level: {tunnel_length:.0f} nm")
print(f"WKB exponent at metal Fermi level: {wkb:.0f}")
print(f"image-force lowering, upper estimate: {image_drop:.3f} eV")
print(f"mean donor spacing: {1e7/np.sqrt(N):.1f} nm")
print("all good")
```

Running it gives:

```
Dimensionless scan: W/r0, f=V/(sW), dlnW/dlnkappa, dlnW/dlnchi
     0.1  0.0476  0.025  0.488
     1.0  0.3316  0.203  0.399
    10.0  0.8214  0.715  0.143
   100.0  0.9738  0.954  0.023
constant C in logarithmic correction: 3.65
largest edge error of real-space check: 0.0 %
dielectric constants below, above: 3.9, 1.0
mean surrounding constant kappa: 2.45
sheet polarizability chi: 8.0 nm
donor density N: 2.0e+11 cm^-2
built-in, reverse, total bending: 0.5, 0.5, 1.0 V
s = eN/(2 kappa eps0): 0.0739 MV/cm
screening length r0: 1.63 nm
full depletion width W: 139.6 nm
ratio W/r0: 85.5
W from surroundings alone: 135.4 nm
W with logarithmic correction: 139.6 nm
W from sheet polarizability alone: 21.0 nm
W with kappa doubled: 273.2 nm
W with chi doubled: 143.0 nm
W for suspended sheet, kappa=1: 63.1 nm
r0 for suspended sheet: 4.0 nm
example dlnW/dlnkappa, dlnW/dlnchi: 0.948, 0.026
strip flux entering metal inside sheet: 4.2 %
in-plane field at contact: 0.27 MV/cm
W for thin coplanar metal, r0=0: 86.2 nm
temperature, thermal voltage: 300 K, 0.0259 V
effective mass, valleys: 0.5 m_e, 2
Fermi level relative to band edge: -0.103 eV
half-density point, zero temperature: 192 nm
half-density point, 300 K carriers: 193 nm
back-plane depth: 300 nm
W without, with back plane (grid): 140, 131 nm
contact barrier height: 0.603 eV
tunnelling distance at metal Fermi level: 48 nm
WKB exponent at metal Fermi level: 161
image-force lowering, upper estimate: 0.125 eV
mean donor spacing: 22.4 nm
all good
```
